# Negative effective mass and the subwavelength gap of a mass-in-mass chain

## A single shaken box

Take a rigid box of mass \(m_1\) on a frictionless track. Inside it a mass \(m_2\) hangs on a spring \(k\) fixed to the box wall. A force \(f(t)\) acts on the box, and an observer sees only the box. With \(u\) the displacement of the box and \(v\) that of the inner mass,
\[
m_1\ddot u = k(v-u)+f,\qquad m_2\ddot v = k(u-v). \tag{1}
\]
Let everything oscillate at one frequency, \(u=\mathrm{Re}\,Ue^{-i\omega t}\), and likewise for \(v\) and \(f\), with amplitudes \(V\) and \(f_\omega\). Each time derivative becomes a factor \(-i\omega\). Dividing the second equation by \(m_2\) and writing \(\omega_0^2=k/m_2\), we have
\[
-\omega^2V=\omega_0^2(U-V)\quad\Rightarrow\quad V=\frac{\omega_0^2}{\omega_0^2-\omega^2}\,U . \tag{2}
\]
Adding the two equations in (1) cancels the internal force, so \(f=m_1\ddot u+m_2\ddot v\). With (2) this is
\[
f_\omega=-\omega^2M(\omega)U,\qquad M(\omega)=m_1+\frac{m_2\omega_0^2}{\omega_0^2-\omega^2}. \tag{3}
\]
The observer therefore finds Newton's law for a featureless body of mass \(M(\omega)\).

Equal masses driven at \(\omega^2=1.5\,\omega_0^2\) show what a negative value means. Equation (2) gives \(V=-2U\), and (3) gives \(M=m_1-2m_1=-m_1\). The inner mass swings against the box with twice its amplitude, so the total momentum points against the velocity of the box. The force sets the rate of change of the total momentum, and the box accelerates against the force. Both real masses remain positive; \(M\) is the ratio of the total momentum to the velocity of the box.

Equation (3) describes steady forced motion. If the box is suddenly made to follow a prescribed oscillation, the inner mass also swings freely at \(\omega_0\), and this part has to be filtered out or damped away. As a test, the inner equation was integrated in time from rest for \(m_2/m_1=0.5\) and a box shaken at \(0.8\), \(1.1\) and \(1.4\,\omega_0\). The mass extracted from the force, with the free swing filtered out, differed from (3) by at most \(6\times10^{-6}\,m_1\).

## The chain and the elimination

Now place identical boxes at spacing \(d\) and join neighbours by springs \(K\). The motion is one-dimensional, linear and lossless, and each inner mass touches only its own box:
\[
m_1\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)+k(v_n-u_n), \tag{4}
\]
\[
m_2\ddot v_n=k(u_n-v_n). \tag{5}
\]
Because the equations are linear, the quantum operators obey the same ones, and the mode frequencies found below are also those of the phonons.

Equation (5) is the second equation of (1), so (2) holds in every cell. It also turns the internal force in (4) into \(k(v_n-u_n)=-m_2\ddot v_n\), with amplitude \(m_2\omega^2V_n\). Moving this term to the left of (4) gives
\[
-\omega^2(m_1U_n+m_2V_n)=K(U_{n+1}+U_{n-1}-2U_n),
\]
and inserting (2) gives
\[
-\omega^2M(\omega)U_n=K(U_{n+1}+U_{n-1}-2U_n). \tag{6}
\]
This is a simple chain whose masses depend on frequency.

The division in (2) is forbidden at \(\omega=\omega_0\), where a mode might have been lost. There (5) reads \(0=\omega_0^2U_n\), so every box is at rest. Equation (4) then reduces to \(0=kV_n\), and the inner masses are at rest too. The free chain has no mode at \(\omega_0\), and the elimination loses nothing.

The mass is local because the inner masses do not touch one another. If a spring \(k'\) joined neighbouring inner masses, a wave of wave number \(q\) would add \(4k'\sin^2(qd/2)\,V\) to the restoring force. The denominator in (2) would then contain \(q\), and \(M\) would depend on wavelength as well as frequency.

With the mass ratio \(\mu=m_2/m_1\), a common denominator in (3) gives
\[
M=m_1\frac{\omega_0^2-\omega^2+\mu\omega_0^2}{\omega_0^2-\omega^2}
=m_1\frac{\omega_z^2-\omega^2}{\omega_0^2-\omega^2},\qquad
\omega_z=\omega_0\sqrt{1+\mu}. \tag{7}
\]
Numerator and denominator have opposite signs for \(\omega_0<\omega<\omega_z\), and nowhere else. The negative-mass window therefore depends on the resonator and the mass ratio, but not on \(K\) or \(d\). At low frequency \(M\to m_1+m_2\), since the inner mass follows the box. At high frequency \(M\to m_1\), since it stays behind. At \(\omega_z\) the total momentum vanishes, and box and inner mass swing about a common centre without any outside force.

## Bands and gap

A Bloch wave \(U_n=Ue^{iqnd}\) turns the bracket in (6) into \((2\cos qd-2)U=-4\sin^2(qd/2)\,U\). Hence
\[
F(\omega)\equiv M(\omega)\,\omega^2=4K\sin^2\frac{qd}{2}. \tag{8}
\]
A wave with real \(q\) exists if and only if \(0\le F\le4K\). A negative mass makes \(F\) negative and so forbids propagation: the springs resist relative displacement in the normal way, but the inertia has the wrong sign to balance them.

The bands follow from the shape of \(F\). Let \(W=\omega^2\), so that \(F=m_1W+m_2\omega_0^2W/(\omega_0^2-W)\). Then
\[
\frac{dF}{dW}=m_1+m_2\omega_0^2\,\frac{(\omega_0^2-W)+W}{(\omega_0^2-W)^2}
=m_1+\frac{m_2\omega_0^4}{(\omega_0^2-W)^2}>0. \tag{9}
\]
Below \(\omega_0\), \(F\) climbs from zero to \(+\infty\). It passes \(4K\) once, at a frequency \(\omega_A<\omega_0\), where the lower band ends. Just above \(\omega_0\) it restarts from \(-\infty\), reaches zero at \(\omega_z\), where the upper band begins, and passes \(4K\) again at \(\omega_B\), where that band ends. The gap between the bands is
\[
\omega_A<\omega<\omega_z,\qquad \omega_A<\omega_0<\omega_z , \tag{10}
\]
for any positive \(m_1,m_2,k,K\). It is wider than the negative-mass window. It also holds a strip \(\omega_A<\omega\le\omega_0\), in which, below the pole at \(\omega_0\), the mass is positive but so large that the springs cannot carry the wave.

The branches come from (7) and (8). Let \(\omega_c=2\sqrt{K/m_1}\) be the cutoff of the chain of empty boxes, and \(s=\omega_c^2\sin^2(qd/2)\). Dividing (8) by \(m_1\) and multiplying by \(\omega_0^2-W\) gives \(W(\omega_z^2-W)=s(\omega_0^2-W)\), or
\[
W^2-(\omega_z^2+s)W+s\,\omega_0^2=0,
\]
\[
\omega_\pm^2=\tfrac12\Big[\omega_z^2+s\pm\sqrt{(\omega_z^2+s)^2-4s\omega_0^2}\Big]. \tag{11}
\]
The edges \(\omega_A\) and \(\omega_B\) are \(\omega_-\) and \(\omega_+\) at \(s=\omega_c^2\). The product of the roots is then \(\omega_0^2\omega_c^2\), so \(\omega_B=\omega_0\omega_c/\omega_A\). For small \(q\) the lower branch has \(M\to m_1+m_2\) in (8), and the sound speed is
\[
c=d\sqrt{\frac{K}{m_1+m_2}} . \tag{12}
\]

## When the gap is subwavelength

In the empty chain a wave at \(\omega_0<\omega_c\) obeys \(\sin(qd/2)=\omega_0/\omega_c\), so its wavelength is
\[
\lambda_0=\frac{\pi d}{\arcsin(\omega_0/\omega_c)} . \tag{13}
\]
It is much longer than \(d\) if \(\omega_0\ll\omega_c\), and this condition defines a subwavelength gap. The comparison uses the wave in the host. The wave in the filled chain shortens as the resonance is approached, and at \(\omega_A\) its wavelength is \(2d\).

The same ratio fixes the weight of the positive-mass strip. At \(\omega_A\), \(F=4K\) means \(\omega_A^2(\omega_z^2-\omega_A^2)=\omega_c^2(\omega_0^2-\omega_A^2)\), so
\[
\frac{\omega_z^2-\omega_A^2}{\omega_0^2-\omega_A^2}=\frac{\omega_c^2}{\omega_A^2}.
\]
Subtracting 1 from both sides and inverting gives
\[
\frac{\omega_0^2-\omega_A^2}{\omega_z^2-\omega_0^2}=\frac{\omega_A^2}{\omega_c^2-\omega_A^2}
\;\longrightarrow\;\frac{\omega_0^2}{\omega_c^2}\qquad(\omega_0\ll\omega_c). \tag{14}
\]
The limit holds because \(\omega_A\to\omega_0\) when \(\omega_c\) grows at fixed \(\omega_0\) and \(\mu\): \(F\) must then reach an ever larger value, which it does ever closer to its pole. A deeply subwavelength gap is thus almost entirely a negative-mass gap. For a light resonator its width is about \(\omega_z-\omega_0\approx\mu\omega_0/2\), so a low frequency and a wide gap together require a heavy inner mass.

In the opposite limit, \(\omega_0\gg\omega_c\), the inner mass follows the box throughout the lower band. Then \(M\approx m_1+m_2\), and \(\omega_A\approx2\sqrt{K/(m_1+m_2)}\) is the ordinary cutoff of a chain of filled boxes. A negative-mass window still exists just above the distant \(\omega_0\), but the lower gap edge is now set by \(K\) and the total mass, and the gap is not subwavelength in the sense defined above.

## Decay inside the gap

For \(F<0\) put \(q=i\kappa\) in (8). Since \(\sin(i\kappa d/2)=i\sinh(\kappa d/2)\),
\[
\sinh\frac{\kappa d}{2}=\sqrt{\frac{-F}{4K}}\qquad(\omega_0<\omega<\omega_z). \tag{15}
\]
Then \(U_n\propto e^{-\kappa nd}\), and neighbouring boxes move in phase. For \(F>4K\) put \(q=\pi/d+i\kappa\). Since \(\sin(\pi/2+i\kappa d/2)=\cosh(\kappa d/2)\),
\[
\cosh\frac{\kappa d}{2}=\sqrt{\frac{F}{4K}}\qquad(\omega_A<\omega<\omega_0), \tag{16}
\]
and \(U_n\propto(-1)^ne^{-\kappa nd}\), so neighbours move in antiphase. The relative phase of neighbours thus tells the two parts of the gap apart.

In both parts \(\kappa\to\infty\) at \(\omega_0\). Let box 0, at the end of the chain and without an inner mass, be shaken there with amplitude \(U_0\). Equation (5) forces \(U_n=0\) in every filled cell, and (4) for \(n=1\) then gives \(kV_1=-KU_0\). The first inner mass swings just enough to cancel the push of the spring, and nothing beyond it moves.

## The energy stays positive

The mean energy of one box with its resonator, leaving out the springs \(K\), is the sum of two kinetic terms and the energy of the inner spring. With \(R=V/U=\omega_0^2/(\omega_0^2-\omega^2)\) we have \(R-1=\omega^2/(\omega_0^2-\omega^2)\). The factor \(\tfrac12\) in each energy and the factor \(\tfrac12\) from the time average make \(\tfrac14\), so with \(k=m_2\omega_0^2\)
\[
\bar E=\tfrac14|U|^2\big[\omega^2(m_1+m_2R^2)+m_2\omega_0^2(R-1)^2\big]
\]
\[
\phantom{\bar E}=\tfrac14\omega^2|U|^2\left[m_1+m_2\omega_0^2\,\frac{\omega_0^2+\omega^2}{(\omega_0^2-\omega^2)^2}\right]
=\tfrac14\omega^2|U|^2\,\frac{d(\omega M)}{d\omega}. \tag{17}
\]
The last step uses \(d(\omega M)/d\omega=M+\omega M'\) with \(M'=2m_2\omega_0^2\omega/(\omega_0^2-\omega^2)^2\): over the common denominator the two resonant terms add to \((\omega_0^2-\omega^2)+2\omega^2=\omega_0^2+\omega^2\). The energy is positive even where \(M<0\). The expression \(\tfrac14M\omega^2|U|^2\), which would be negative, is not the energy of a cell whose mass depends on frequency.

## How much damping the negative mass survives

Let friction inside the box exert the force \(-m_2g(\dot v-\dot u)\) on the inner mass and the opposite force on the box. Equation (5) becomes \(-\omega^2V=-(\omega_0^2-i\omega g)(V-U)\). The internal forces still cancel in the sum, so
\[
M=m_1+m_2\,\frac{\omega_0^2-i\omega g}{\omega_0^2-\omega^2-i\omega g}. \tag{18}
\]
Set \(y=\omega^2/\omega_0^2-1\) and \(h=g^2/\omega_0^2\). Multiplying numerator and denominator by the conjugate of the denominator gives
\[
\frac{\mathrm{Re}\,M}{m_1}=1+\mu\,\frac{-y+h(1+y)}{y^2+h(1+y)} .
\]
The denominator is positive, so \(\mathrm{Re}\,M<0\) means
\[
y^2-(\mu-p)\,y+p<0,\qquad p=h(1+\mu). \tag{19}
\]
For \(-1<y\le0\) the second fraction is not negative, so only \(y>0\) can satisfy (19). This needs two distinct positive roots, that is \(\mu-p>0\) and \((\mu-p)^2>4p\), or together \(\mu-p>2\sqrt p\). Adding \(1+p\) to both sides gives \(1+\mu>(1+\sqrt p)^2\), so \(\sqrt p<\sqrt{1+\mu}-1\). Since \(\sqrt p=(g/\omega_0)\sqrt{1+\mu}\),
\[
g<\omega_0\left(1-\frac{\omega_0}{\omega_z}\right). \tag{20}
\]
For a light resonator the limit is about \(\mu\omega_0/2\), the width of the window itself. With any friction \(q\) is complex, and the gap is no longer sharp.

## Ballistic heat flow

Consider one channel between reservoirs at \(T+\delta T\) and \(T\), without scattering. In \(dq\) there are \(dq/2\pi\) modes per length, each moving at \(d\omega/dq\), so the speed cancels and the current is \(\int\hbar\omega\,[n(T+\delta T)-n(T)]\,d\omega/2\pi\), with \(n\) the Bose occupation. With \(E=\hbar\omega\) and \(x=E/k_BT\), \(\partial n/\partial T=(x/T)\,e^x/(e^x-1)^2\), and the conductance is
\[
G=\frac{k_B}{h}\int_{\rm bands}\frac{x^2e^x}{(e^x-1)^2}\,dE . \tag{21}
\]
The integrand tends to 1 for \(x\ll1\). A gap of width \(\Delta\omega\) whose frequencies all lie well below \(k_BT/\hbar\) therefore removes about \(k_B\Delta\omega/2\pi\), measured against a channel with the same outer limits and no gap. A gap at higher frequencies removes less.

## Example: a guest atom in a cage

In the filled skutterudite YbFe\(_4\)Sb\(_{12}\) a heavy guest sits in an oversized cage. Take one Fe\(_4\)Sb\(_{12}\) unit as the box, \(m_1=1684.5\) u, and Yb as the inner mass, \(m_2=173.05\) u, so \(\mu=0.1027\). The spacing of the planes along [100], \(d=0.458\) nm, the guest energy \(\hbar\omega_0=5\) meV and the longitudinal speed 4000 m/s are rough input values; further digits below serve to follow the arithmetic.

Equation (12) gives \(K=(m_1+m_2)c^2/d^2=235\) N/m, against \(k=m_2\omega_0^2=16.6\) N/m for the guest. The empty-cage cutoff is \(\hbar\omega_c=12.07\) meV. The upper gap edge is
\[
\hbar\omega_z=5\sqrt{1.1027}=5.25\ \text{meV}.
\]
For the lower edge, (11) with \(s=\omega_c^2\) gives, in meV\(^2\),
\[
(\hbar\omega_A)^2=\tfrac12\big[173.3-\sqrt{173.3^2-4(145.8)(25)}\,\big]\approx24.5,
\]
so \(\hbar\omega_A=4.95\) meV. The gap is 0.30 meV wide, or 73 GHz. Of this, 0.25 meV has negative mass and 0.05 meV is the positive-mass strip. Their ratio in \(\omega^2\) is 0.20, while the limiting form in (14) gives 0.17. As a test, the 80 squared frequencies of a ring of 40 filled cells agreed with (11) to \(2\times10^{-13}\) meV\(^2\), and none lay in the gap.

By (13) the empty-cage wavelength at resonance is \(7.4\,d=3.4\) nm, against \(2d\) at the zone edge. The wave in the host is several planes long, but with \(\omega_0/\omega_c=0.41\) the condition \(\omega_0\ll\omega_c\) is met only roughly, so the gap is moderately subwavelength at best.

Across the resonance \(M/m_1\) goes from 3.6 at 4.9 meV to \(-1.5\) at 5.1 meV. In the middle of the window, at 5.1253 meV, it is \(-1.02\), and (15) gives
\[
\kappa d=2\,\mathrm{arsinh}\sqrt{1.025\,(5.125/12.07)^2}=0.835 .
\]
Each plane passes on a fraction \(e^{-0.835}=0.434\) of the amplitude. Solving all the equations of a driven 60-cell chain gave the same ratio, 0.434, between boxes 6 and 5. In the middle of the strip, at 4.974 meV, the ratio was \(-0.192\), with the sign reversal of (16), which gives \(\kappa d=1.65\) there.

At 300 K, \(k_BT=25.9\) meV is far above the gap energy. The estimate \(k_B\times73.2\) GHz gives 1.01 pW/K lost per channel, and the full integral (21) also gives 1.01 pW/K. This is 5.8 % of what a channel open from zero to \(\omega_z\) would carry. Against the chain of empty boxes with the same \(K\) the net loss is smaller: filling lifts the band top from 12.07 to 12.20 meV, which returns 0.42 pW/K and leaves 0.59 pW/K lost out of about 40. It is a ballistic figure; the thermal conductivity of a crystal also depends on scattering, which the model does not contain.

## The model beside the real crystal

The heavy guest in a stiffer cage is a real feature of this material, but several assumptions fail in it. The first is the absence of damping. By (20) the negative mass survives for \(\hbar g<0.24\) meV. With a trial value of 0.1 meV the lowest \(\mathrm{Re}\,M/m_1\) is \(-1.5\). With 0.5 meV it is \(+0.56\): the negative mass is gone, although a damped attenuation of up to 0.43 per plane remains. Which case applies depends on the guest's linewidth at the temperature of use. The cage is not rigid either, since its own modes begin at roughly 10 meV. By the reasoning of (3), a part of the cage on such a mode has its inertia raised at 5 meV by the factor \(1/(1-0.25)=1.33\). If this applied to the whole cage mass while the guest hung on a rigid frame, \(\mu\) would fall to about 0.077 and the window to about 0.18 meV. If the guest hung instead on the part of the cage that moves in the mode, the zero of \(M\) would stay at \(\omega_z\), the pole would drop to 4.92 meV, and the window would widen to 0.33 meV. Even the sign of this correction depends on how the guest is bound. The model's upper band top, 12.2 meV, lies above these cage modes and should not be trusted. Filling may be incomplete: with 10 % of the cages empty at random, the decay at mid-window fell from 0.835 to between 0.68 and 0.69 per plane, depending on the random sequence, in a chain of 40,000 cells. An empty cell of the chain stands for a whole empty plane, so for scattered empty cages in a crystal this figure is only indicative. Finally, the guest's rms thermal amplitude at 300 K is about 16 pm along each axis, and anharmonic forces may shift \(\omega_0\); a shift of 5 % would move the window by its own width.

Transverse waves along [100], with a rough speed of 2500 m/s, have a softer \(K\) of 92 N/m. If the guest frequency is the same in all directions, (7) gives them the same negative-mass window, while their lower gap edge drops to 4.82 meV. Within the model, the gap common to both polarizations along this axis is therefore the longitudinal one, 4.95 to 5.25 meV. Oblique directions, where the polarizations mix, lie outside the chain model. The numerical output lists the values used here.

## Values computed for the example and the checks

```
input masses Yb, Fe, Sb: 173.05, 55.845, 121.76 u
cage mass m1 (Fe4Sb12): 1684.5 u
mass ratio m2/m1: 0.1027
input cubic cell: 0.916 nm; plane spacing d: 0.458 nm
input guest energy hbar*w0: 5.000 meV
guest frequency w0/2pi: 1.209 THz
input speeds, long. and trans.: 4000, 2500 m/s
input temperature: 300 K; kT: 25.85 meV
spring K between cages, longitudinal: 235.3 N/m
spring K between cages, transverse: 91.9 N/m
guest spring k: 16.58 N/m
empty-cage cutoff wc, longitudinal: 12.073 meV
M/m1 at 2.5 meV: 1.137
M/m1 at 4.5 meV: 1.541
M/m1 at 4.9 meV: 3.594
M/m1 at 5.1 meV: -1.543
M/m1 at 5.2 meV: -0.259
M/m1 at 6.0 meV: 0.767
M/m1 at 10.0 meV: 0.966
lower gap edge wA: 4.9479 meV
upper gap edge wz: 5.2505 meV
gap width wz-wA: 0.3027 meV = 73.2 GHz
negative-mass window wz-w0: 0.2505 meV
positive-mass strip w0-wA: 0.0521 meV
strip/window in w^2: 0.2019; (w0/wc)^2: 0.1715
model upper band top: 12.200 meV
empty-cage wavelength at w0: 7.36 d = 3.37 nm
mid-window energy: 5.1253 meV
M/m1 at mid-window: -1.0247
decay per plane at mid-window: 0.8350
amplitude ratio u6/u5 there, direct: 0.4339
mid-strip energy: 4.9739 meV; decay per plane: 1.6478
amplitude ratio u6/u5 there, direct: -0.1925
ballistic conductance lost in gap: 1.0071 pW/K per channel
share of channel from 0 to wz: 5.75 %
damping limit for negative Re M: 0.2386 meV
damping 0.1 meV: lowest Re M/m1 -1.491
   peak decay per plane 1.401 at 5.012 meV
damping 0.5 meV: lowest Re M/m1 0.562
   peak decay per plane 0.433 at 5.056 meV
transverse cutoff wc: 7.546 meV; lower gap edge: 4.8198 meV
transverse empty-cage wavelength at w0: 4.34 d
10 % empty cages, mid-window decay per plane: 0.6852
input lowest cage mode: 10 meV; (w0/cage mode)^2: 0.25
rms guest amplitude at 300 K: 15.8 pm
drift of w0 equal to window width: 5.01 %
largest error, shaken box M/m1: 5.6e-06
largest error, ring w^2: 1.7e-13 meV^2; modes in gap: 0
```
